# Mapping escape times from high to low temperature in accelerated dynamics, part 2

An adatom leaves a surface site over a saddle of height $E$. Escape times $t_h$ seen at a high temperature $T_h$ are to be mapped to times $t_l$ at a low one, $T_l$. Here $\beta=1/k_BT$, $\Delta=\beta_l-\beta_h$, and $S$ is the survival probability. The algebra uses atomic units, with $k_B$ written out, and $N$ mass-weighted coordinates. The energy is $H$, the basin frequencies are $\omega_i$ and the stable saddle frequencies $\Omega_j$. The unstable direction $s$, with momentum $p$, has potential $E-\omega_b^2s^2/2$.

A first derivation, from the equilibrium flux without returns, gave

$$ r=\nu e^{-\beta E},\qquad
\nu=\frac{1}{2\pi}\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=2}^{N}\Omega_j}, $$

and $t_l=t_he^{E\Delta}$. With uniform, memoryless friction $\gamma$, the steady density near the saddle is $\rho=F(u)e^{-\beta H}/Z$, where $Z$ normalizes the basin density, $u=p-\alpha s$, $\alpha=\lambda+\gamma$, $\alpha\lambda=\omega_b^2$ and

$$ \lambda=\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac\gamma2 , $$

$$ F(u)=\sqrt{\frac{\beta\lambda}{2\pi\gamma}}\int_{-\infty}^{u}e^{-\beta\lambda v^2/2\gamma}\,dv . $$

With several paths, the system is put back after each hot escape. Path $i$, with barrier $E_i$ and hot rate $r_{i,h}$, has first time $t_i$. These times are independent, and the smallest $t_ie^{E_i\Delta}$ gives the low-temperature wait and path. The shortcut of mapping only the first hot escape is wrong if barriers differ.

The model has adatom mass $m=63.5$ u on a square lattice of spacing $a=2.56$ angstrom, with $q=2\pi/a$ and

$$ V=\frac E2(2-\cos qx-\cos qy)+C(1-\cos qx)(1-\cos qy), $$

$E=0.50$ eV and $C=0.10$ eV. Each of four hops has $\nu=1.79\times10^{12}$ per second. Four exchange paths, in which the adatom replaces a surface atom, have barrier 0.70 eV and prefactor $2\times10^{13}$ per second. For $T_l=300$ K and $T_h=600$ K, $\beta_l=38.682$ and $\beta_h=19.341$ per eV. The mean wait at 300 K is 34.8 microseconds. The procedure was tested in 20,000 simulated sequences of hot escapes.

### The flux with returns included

At $s=0$ we have $u=p$. The flux now includes both signs of $p$, so returning atoms are subtracted. Integrate by parts; the boundary terms vanish because of the Gaussian:

$$ \int_{-\infty}^{\infty}pF(p)e^{-\beta p^2/2}dp=\frac1\beta\int_{-\infty}^{\infty}F'(p)e^{-\beta p^2/2}dp . $$

The combined exponent is $-\beta p^2(1+\lambda/\gamma)/2$. Its Gaussian integral gives

$$ \frac1\beta\sqrt{\frac{\beta\lambda}{2\pi\gamma}}\sqrt{\frac{2\pi\gamma}{\beta(\gamma+\lambda)}}
=\frac1\beta\sqrt{\frac{\lambda}{\alpha}}=\frac{1}{\beta}\frac{\lambda}{\omega_b}, $$

where the last step uses $\alpha=\omega_b^2/\lambda$.

The other $N-1$ saddle coordinates and their momenta contribute $(2\pi/\beta)^{N-1}/\prod\Omega_j$. The harmonic basin has $Z=(2\pi/\beta)^N/\prod\omega_i$. The powers of $\beta$ combine as $\beta^{-1}\beta^{-(N-1)}\beta^N=1$, and one factor $1/2\pi$ remains:

$$ r=\kappa\nu e^{-\beta E},\qquad
\kappa=\frac{\lambda}{\omega_b}=\sqrt{1+\left(\frac{\gamma}{2\omega_b}\right)^2}-\frac{\gamma}{2\omega_b}. $$

The basin population decays through this flux, so again $S=e^{-rt}$. Equal survival at the two temperatures requires $r_lt_l=r_ht_h$. Because $\kappa$ and $\nu$ contain no temperature, both cancel and

$$ t_l=t_he^{E\Delta}. $$

Friction lengthens both waits in the same proportion. For $\gamma\ll\omega_b$ the formula gives $\kappa\to1$, the result of the first derivation. For $\gamma\gg\omega_b$, expansion of the root gives $\lambda\simeq\omega_b^2/\gamma$ and $\kappa\simeq\omega_b/\gamma$: the atom diffuses across the barrier top and crosses it many times.

### What each derivation assumes

Both derivations need classical nuclei, quadratic regions at the minimum and saddle, $\beta E\gg1$, a landscape that is the same at both temperatures, and loss of memory before escape. They differ in what they ask of the motion.

The flux derivation does not specify how equilibrium is maintained. It takes every outward crossing as an escape. If a fraction of crossings fails, the absolute rate is wrong, but the mapping survives when that fraction is the same at both temperatures.

The friction derivation allows returns and calculates their effect. In exchange it requires a memoryless, uniform friction that does not change with temperature. If $\kappa$ does change, equal survival gives $t_l=(\kappa_h/\kappa_l)t_he^{E\Delta}$.

It also needs friction strong enough to keep the basin in equilibrium near the barrier energy. In the model, an atom with energy $E$ on the line $y=0$ has momentum $\sqrt{2mE}\cos(\pi x/a)$. To first order in $\gamma$, the energy lost in one passage through the cell and back is

$$ 2\gamma\sqrt{2mE}\int_{-a/2}^{a/2}\cos\frac{\pi x}{a}\,dx=\frac{4a\gamma}{\pi}\sqrt{2mE}=\frac{8\gamma E}{\omega_b}, $$

where $\omega_b=(2\pi/a)\sqrt{E/2m}$ was used. This must be at least comparable with $k_BT$. For $\gamma=3.0$ per picosecond and $\omega_b=2\pi\times2.408=15.1$ per picosecond it is 0.79 eV. The value exceeds the barrier itself, so the first-order estimate cannot be taken literally, but it lies far above $k_BT$ and the condition is met.

Direct simulation of this motion shows how well the common result holds. The atom was returned to the minimum after each escape. At 700 K and 1000 K the total rates were $1.46\times10^{-3}$ and $1.55\times10^{-2}$ per picosecond. Their ratio is $10.7\pm0.4$ (one standard error), while the harmonic mapping gives 12.0. The shortfall of 11% is more than three standard errors and therefore real for this simulation. Most of it arises because not every outward crossing in equilibrium is a new escape. Some atoms turn back. Others have just entered from a neighbouring cell and run straight through the basin without settling. The equilibrium flux counts their exit, but an atom started at the minimum makes no such passage. To measure both effects, trajectories are started on the dividing surface in the full potential, outward and inward, and followed for 1 picosecond. The fraction found outside the cell after outward starts, minus that after inward starts, is the net fraction that escapes. It is about 0.83 at 700 K and 0.75 at 1000 K. The hotter value has not yet settled at 1 picosecond: between 1 and 2 picoseconds it falls by a further 0.02, while the value at 700 K falls by less than 0.01, so the ratio of the two moves from about 0.91 to about 0.89. If only returns through the same surface are discounted, the values are 0.89 and 0.87, so passages through the basin cause most of the change with temperature. For a purely parabolic barrier the net fraction would not depend on temperature; the change comes from the parts of the potential beyond the quadratic region. With the net fraction in the place of $\kappa$, the factor $\kappa_h/\kappa_l\simeq0.91$ lowers the expected ratio from 12.0 to about 10.9, and the flux integral with the full potential lowers it by a further 2%. The time needed to heat up again after the atom is put back at the minimum is a smaller effect: it lowers the rate by about 0.4% at 700 K and 1.5% at 1000 K, and hence the ratio by about 1%.

At 700 K the simulated rate in this run is 0.81 of the harmonic rate without returns, with a standard error of 0.02. The formula for $\kappa$ gives $\sqrt{1+0.099^2}-0.099=0.91$. The net fraction 0.83 found with the full potential, multiplied by the anharmonic flux factor 0.97, gives 0.81. This close agreement is partly fortuitous. Runs with other random numbers can differ by several hundredths, and the simulation counts an escape once the atom is a quarter of a cell beyond the saddle, although about 1% of such atoms at 700 K are back in the original cell 2 picoseconds after crossing the saddle. The run therefore does not settle how much of the reduction the parabolic formula explains.

Loss of memory can be examined in the same motion. Of 2000 atoms at 1000 K, a fraction 0.520 survived the first 40 picoseconds. Of the survivors, 0.546 survived the next 40. The standard errors are about 0.011 and 0.015, so the difference is compatible with sampling noise.

### When the hot run may stop

A path not yet seen may still give the shortest mapped time. Let $s_*$ be the shortest mapped time found so far. After a hot run of length $t$, an unseen path will have a first time larger than $t$. It can win only if $te^{E\Delta}<s_*$, that is, if its barrier lies below

$$ E_*=\frac{1}{\Delta}\ln\frac{s_*}{t}. $$

Suppose every prefactor is at least $\nu_{\min}$, and let $\delta$ be the accepted chance of missing a given path. A path with barrier below $E_*$ has a hot rate of at least $\nu_{\min}e^{-\beta_hE_*}$. Its chance of remaining unseen is at most $\delta$ if

$$ \nu_{\min}t\,e^{-\beta_hE_*}=L,\qquad L=\ln\frac1\delta . $$

Since $e^{-\beta_hE_*}=(t/s_*)^{\beta_h/\Delta}$ and $1+\beta_h/\Delta=\beta_l/\Delta$, this reads

$$ t^{\beta_l/\Delta}=\frac{L}{\nu_{\min}}\,s_*^{\beta_h/\Delta}. $$

Raise both sides to the power $\Delta/\beta_l=1-\beta_h/\beta_l$, and use $\beta_h/\beta_l=T_l/T_h$:

$$ t_{\rm stop}=\frac{L}{\nu_{\min}}\left(\frac{\nu_{\min}s_*}{L}\right)^{T_l/T_h}. $$

The time $s_*$ is itself random, so the meaning of $\delta$ needs care. Imagine the run with path $i$ removed. It ends at some time $t'$ with a shortest mapped time $s'$, both independent of $t_i$. Path $i$ is wrongly missed only if $t_i>t'$ and $t_ie^{E_i\Delta}<s'$. The second condition places $E_i$ below the limit $E_*$ for $t'$ and $s'$, so $r_{i,h}t'\ge L$ by the stopping rule. The chance that $t_i>t'$ is then at most $e^{-L}=\delta$. For $M$ paths the total chance of error is at most $M\delta$.

With $\nu_{\min}=10^{12}$ per second, $\delta=0.05$, $L=3.00$ and $s_*=34.8$ microseconds,

$$ t_{\rm stop}=3.00\times10^{-12}\sqrt{1.16\times10^{7}}\ {\rm s}=1.02\times10^{-8}\ {\rm s}, $$

or 10.2 ns. The limit is then $E_*=0.42$ eV. An unseen hop with barrier 0.50 eV could no longer win. None of the 20,000 sequences ended with a wrong winner. This does not test the rule, because with these paths a hop can be wrongly missed only if $s_*>e^{2E\Delta}L/\nu_{\min}\simeq0.75$ ms, more than 20 times the mean wait, and an exchange needs a still longer $s_*$. The mean hot run was 9.1 ns for a mean mapped wait of 35.3 microseconds, a ratio of about 3900 in simulated time. The cost of finding the barriers is not included.

A harder case is one unseen path with the smallest permitted prefactor and any barrier near $E_*$, with $s_*$ held at 34.8 microseconds. The largest sampled chance of missing it was 0.014, below $\delta$. With the stopping time halved it rose to 0.17, above $\delta$. The guarantee also fails if a path has a prefactor below $\nu_{\min}$, and a run that has not seen the path cannot reveal this.

### Copper growth and the limits of the model

The hop parameters are illustrative values for a copper adatom on Cu(100), not a fit to measurements, so the absolute times should not be read as predictions for that surface. The exchange prefactor, the friction and the deposition rate are assumed inputs. Friction without memory is itself an idealization here: copper surface atoms vibrate at a few terahertz, as the adatom does, so the real random force has a memory comparable with the time of a crossing. At 0.01 monolayer per second, a patch of 100 sites receives one atom per second. During a mean wait of 34.8 microseconds the expected number of arrivals is $3.5\times10^{-5}$, so deposition rarely interrupts the wait in this example.

Barrier accuracy matters most among the effects estimated here. If the hot motion is right but the barrier used in the map is wrong by 0.05 eV, the time changes by $e^{0.05\times19.341}=2.6$. If the interatomic potential itself has a barrier wrong by 0.05 eV, the hot run carries the error too, and the predicted wait at 300 K changes by $e^{0.05\times38.682}=6.9$.

Thermal expansion breaks the assumption of one landscape if the hot cell is allowed to expand. With an assumed linear expansion of $1.7\times10^{-5}$ per kelvin and a barrier that rises by 1 eV per unit strain, heating by 300 K raises the barrier by 0.0051 eV. The hot waits become longer by the factor $e^{19.341\times0.0051}=1.10$, and so do the mapped times if the map uses the barrier of the unexpanded cell. If the map uses the barrier of the expanded cell, the mapped times become longer by $e^{38.682\times0.0051}=1.22$. A hot run kept at the low-temperature lattice spacing avoids this error.

Quantum motion is a small correction for this heavy atom. Replacing classical by quantum oscillators, and taking the standard transmission probability of a parabolic barrier as given, raises the hop rate of this two-coordinate model by 0.75% at 300 K and 0.2% at 600 K. For a light adatom such as hydrogen the frequencies are higher, and the classical assumption would have to be examined afresh. The remaining values are in the numerical output.

## Computed results

```
Adatom mass: 63.5 u; site spacing: 2.56 angstrom
Hop barrier E: 0.50 eV; coupling C: 0.10 eV
Low and high temperature: 300 K, 600 K
1/kT low, high: 38.682, 19.341 1/eV
Difference of 1/kT: 19.341 1/eV
Basin frequency omega/2pi: 2.408 THz
Saddle transverse omega/2pi: 3.230 THz
Hop prefactor per direction: 1.794e+12 1/s
Hop rate per direction, low T: 7.150e+03 1/s
Hop rate per direction, high T: 1.133e+08 1/s
Hop time-mapping factor: 1.5842e+04
Flux/harmonic rate, low T: 0.9906
Flux/harmonic rate, high T: 0.9783
Flux mapping / harmonic mapping: 0.9876
Harmonic error at 75 K, 150 K: -0.00215, -0.00442
Langevin friction: 3.0 1/ps; walkers: 2000
Langevin temperatures: 700 K, 1000 K
Langevin escapes counted: 1164, 3724
Langevin rates: 1.455e-03, 1.552e-02 1/ps
Langevin rate ratio: 10.66 +- 0.36 (1 sigma)
Harmonic mapping for that pair: 12.02
Langevin / harmonic total rate at 700 K: 0.807
Survival over first 40 ps at 1000 K: 0.520
Survival over next 40 ps, given first: 0.546
Exchange barrier: 0.70 eV; prefactor: 2.0e+13 1/s
Exchange rate per path, low T: 3.480e+01 1/s
Exchange rate per path, high T: 2.638e+07 1/s
Exchange time-mapping factor: 7.5813e+05
Total rate low, high: 2.874e+04, 5.586e+08 1/s
Mean low-T wait, rate sum: 34.796 microseconds
Mean low-T wait, TAD runs: 35.273 microseconds
Number of TAD runs: 20000
Exchange share low T, rate sum: 0.484 %
Exchange share low T, TAD runs: 0.360 %
Exchange share high T, rate sum: 18.89 %
Exchange share, first-escape shortcut: 19.00 %
Mean wait, shortcut runs: 282.5 microseconds
Mean wait, shortcut formula: 279.4 microseconds
Prefactor bound: 1.0e+12 1/s; delta: 0.05; L: 2.9957
Stop time for s = mean wait: 10.210 ns
Highest barrier able to win then: 0.4206 eV
Mean high-T run time with stopping: 9.116 ns
Mean low-T wait / mean run time: 3869
Runs with a wrong winner after stopping: 0.000 %
Stress case, worst miss chance: 0.0144
Stress case, stop time halved: 0.1726
Quantum/classical hop rate, low T: 1.0075
Quantum/classical hop rate, high T: 1.0019
Barrier error: 0.05 eV; time factor: 2.630
Assumed linear expansion: 1.7e-05 1/K
Assumed barrier slope: 1.0 eV per unit strain
Barrier shift of expanded hot cell: 0.0051 eV
Time factor from that shift: 1.104
Assumed deposition: 0.01 monolayer/s; patch: 100 sites
Arrivals on patch per mean wait: 3.48e-05
```
